# Crystalline Roothaan Equations by Two Routes, with Exchange Between k Points: a program that tests the result

```python
"""Crystalline Roothaan equations F(k)C(k) = S(k)C(k)e(k), tested on H2 units.

Result under test: with Bloch sums phi_mk = N^(-1/2) sum_g exp(ikg) chi_m^g,
  A(k) = sum_g exp(ikg) A^g              for A = S, h, F,
  P^g  = (1/N) sum_k exp(-ikg) P(k),     P(k) = 2 C_occ C_occ^dagger,
  F^g  = h^g + J^g - K^g, where K(k) contains P(k') from every k'.
S: overlap, h: kinetic energy plus nuclear attraction, J: Coulomb,
K: exchange including its factor 1/2, P: density matrix for both spins.
k is in units of 1/period. Energies are in hartree, lengths in bohr.
Two systems are solved: a ring (exactly cyclic) and an infinite chain.
The references are molecular calculations that use no periodicity.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf import gto, scf

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOND, PERIOD = 1.6, 4.0


def molecule(positions):
    return gto.M(atom=[("H", tuple(p)) for p in positions], unit="Bohr",
                 basis="sto-3g", verbose=0)


def molecular_hf(mol):
    mf = scf.RHF(mol)
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-11, 1e-7, 100
    mf.kernel()
    assert mf.converged
    return mf


def chain_positions(cells):
    return np.array([[0.0, 0.0, c * PERIOD + s * BOND / 2]
                     for c in cells for s in (-1, 1)])


def hermitian(a):
    return 0.5 * (a + a.conj().transpose(0, 2, 1))


def solve_periodic(S, h, eri, cells, nk, in_window, lag_cut=None):
    """Self-consistent k-space solution from matrix rows of cell 0.

    eri[m,n,l,s]: first index in cell 0, the others in all listed cells.
    in_window marks functions whose cell enters the Coulomb sum.
    lag_cut, if given, limits the cell difference kept in exchange.
    """
    nc = len(cells)
    nao = 2 * nc
    k = 2 * np.pi * np.arange(nk) / nk
    phase = np.exp(1j * np.outer(k, cells))

    def to_k(row):
        return np.einsum("kg,mgn->kmn", phase, row.reshape(2, nc, 2))

    Sk = hermitian(to_k(S))
    lag = cells[None, :] - cells[:, None]
    back = np.exp(-1j * np.outer(np.arange(-nc + 1, nc), k)) / nk
    home = 2 * int(np.where(cells == 0)[0][0])
    keep = np.ones((nao, nao))
    if lag_cut is not None:
        keep = np.kron(np.abs(lag) <= lag_cut, np.ones((2, 2)))
    Pk = np.tile(np.eye(2, dtype=complex), (nk, 1, 1))
    converged = False
    for _ in range(400):
        Pl = np.einsum("lk,kmn->lmn", back, Pk)
        assert np.abs(Pl.imag).max() < 1e-7
        Pl = Pl.real
        D = Pl[lag + nc - 1].transpose(0, 2, 1, 3).reshape(nao, nao)
        DJ = D * in_window[:, None]
        J = (eri.reshape(2 * nao, -1) @ DJ.ravel()).reshape(2, nao)
        K = 0.5 * ((D * keep).ravel() @ eri.reshape(2, nao * nao, nao))
        F = h + J - K
        raw = to_k(F)
        Fk = hermitian(raw)
        bands = np.empty((nk, 2))
        new = np.empty_like(Pk)
        for i in range(nk):
            bands[i], C = eigh(Fk[i], Sk[i])
            new[i] = 2 * np.outer(C[:, 0], C[:, 0].conj())
        change = np.abs(new - Pk).max()
        Pk = new
        if change < 1e-9:
            converged = True
            break
    assert converged
    energy = 0.5 * np.sum(D[home:home + 2] * (h + F))
    return dict(E=energy, bands=bands, Pk=Pk, Pl=Pl, Fk=Fk, Sk=Sk,
                zero=nc - 1, asym=np.abs(raw - Fk).max(),
                electrons=np.sum(D[home:home + 2] * S))


def chain_integrals(half_basis, half_coulomb):
    """Rows of cell 0 for the infinite chain, in finite lattice windows."""
    cells = np.arange(-half_basis, half_basis + 1)
    mol = molecule(chain_positions(cells))
    n, a = mol.nao, 2 * half_basis
    S = mol.intor("int1e_ovlp")[a:a + 2]
    h = mol.intor("int1e_kin")[a:a + 2].copy()
    nuclei = chain_positions(np.arange(-half_coulomb, half_coulomb + 1))
    for R in nuclei:
        with mol.with_rinv_origin(R):
            h -= mol.intor("int1e_rinv")[a:a + 2]
    repulsion = 0.0
    for A in chain_positions([0]):
        dist = np.linalg.norm(nuclei - A, axis=1)
        repulsion += 0.5 * np.sum(1 / dist[dist > 1e-8])
    eri = mol.intor("int2e", shls_slice=(a, a + 2, 0, n, 0, n, 0, n))
    eri = np.ascontiguousarray(eri.reshape(2, n, n, n))
    mask = np.repeat(np.abs(cells) <= half_coulomb, 2).astype(float)
    return (S, h, eri, cells), mask, repulsion


# ---------- Ring of six units: exact cyclic symmetry ----------
N, RADIUS, HALF_ANGLE = 6, 4.0, 0.2
angles = [2 * np.pi * j / N + s * HALF_ANGLE for j in range(N) for s in (-1, 1)]
ring = molecule([[RADIUS * np.cos(t), RADIUS * np.sin(t), 0.0] for t in angles])
ref = molecular_hf(ring)
h_full, S_full = ref.get_hcore(), ring.intor("int1e_ovlp")
eri_full = ring.intor("int2e").reshape((2 * N,) * 4)
sol = solve_periodic(S_full[:2], h_full[:2], np.ascontiguousarray(eri_full[:2]),
                     np.arange(N), N, np.ones(2 * N))
E_ring = N * sol["E"] + ring.energy_nuc()
err_E = abs(E_ring - ref.e_tot)
err_levels = np.abs(np.sort(sol["bands"].ravel()) - np.sort(ref.mo_energy)).max()
dm_row = ref.make_rdm1()[:2].reshape(2, N, 2).transpose(1, 0, 2)
err_dm = np.abs(sol["Pl"][sol["zero"]:] - dm_row).max()
assert err_E < 1e-8 and err_levels < 1e-6 and err_dm < 1e-6

# Explicit transformation of all integrals to Bloch sums
j = np.arange(N)
U = np.kron(np.exp(2j * np.pi * np.outer(j, j) / N) / np.sqrt(N), np.eye(2))
F_bloch = (U.conj().T @ ref.get_fock() @ U).reshape(N, 2, N, 2)
off_block = max(np.abs(F_bloch[p, :, q]).max()
                for p in range(N) for q in range(N) if p != q)
assert off_block < 1e-6
B = np.einsum("pa,qb,rc,sd,pqrs->abcd", U.conj(), U, U.conj(), U, eri_full,
              optimize=True).reshape((N, 2) * 4)
ka, kb, kc, kd = np.meshgrid(j, j, j, j, indexing="ij")
forbidden = (kb + kd - ka - kc) % N != 0
size = np.abs(B).max(axis=(1, 3, 5, 7))
assert size[forbidden].max() < 1e-10 and size[~forbidden].min() > 1e-6


def coulomb_k(P):
    return np.einsum("kmknqsql,qls->kmn", B, P)


def exchange_k(P):
    return 0.5 * np.einsum("kmqlqskn,qls->kmn", B, P)


P = sol["Pk"]
h_bloch = (U.conj().T @ h_full @ U).reshape(N, 2, N, 2)
F_from_k = np.array([h_bloch[q, :, q] for q in j]) + coulomb_k(P) - exchange_k(P)
err_F = max(np.abs(F_from_k[q] - F_bloch[q, :, q]).max() for q in j)
assert err_F < 1e-6

# Exchange integrals between filled valence orbitals at k and k'
X = np.einsum("kmqlqskn,knm,qls->kq", B, P / 2, P / 2).real
assert X[0, 0] > X[0, 1] > X[0, 2] > X[0, 3] > 0

# Move an electron pair from -k' to k': same density, different exchange
dP = np.zeros_like(P)
dP[1], dP[N - 1] = P[1], -P[N - 1]
dJ, dK = coulomb_k(dP), exchange_k(dP)
shift = -np.einsum("knm,kmn->k", P / 2, dK).real
assert np.abs(dJ).max() < 1e-8 and np.abs(dK).max() > 1e-2
assert abs(shift[1] + shift[N - 1]) < 1e-8 and abs(shift[1]) > 1e-2

# ---------- Infinite chain ----------
HALF_BASIS, HALF_COULOMB, NK = 20, 16, 120
data, mask, Enn = chain_integrals(HALF_BASIS, HALF_COULOMB)
chain = solve_periodic(*data, NK, mask)
E_cell = chain["E"] + Enn
assert chain["asym"] < 1e-4 and abs(chain["electrons"] - 2) < 1e-7
small_data, small_mask, small_Enn = chain_integrals(12, 8)
E_small = solve_periodic(*small_data, NK, small_mask)["E"] + small_Enn
assert abs(E_small - E_cell) < 1e-4

# Coarse mesh: false images in exchange, and their removal by a cutoff
E_image = solve_periodic(*data, 8, mask)["E"] + Enn
E_cut = solve_periodic(*data, 8, mask, lag_cut=3)["E"] + Enn
assert E_image - E_cell < -0.01
assert abs(E_cut - E_cell) < 0.1 * abs(E_image - E_cell)

# Band edges, and the closed formula at the zone boundary
edge = NK // 2
bands = chain["bands"]
assert np.argmax(bands[:, 0]) == edge and np.argmin(bands[:, 1]) == edge
gap = bands[edge, 1] - bands[edge, 0]
Fe, Se = chain["Fk"][edge].real, chain["Sk"][edge].real
e_plus = (Fe[0, 0] + Fe[0, 1]) / (Se[0, 0] + Se[0, 1])
e_minus = (Fe[0, 0] - Fe[0, 1]) / (Se[0, 0] - Se[0, 1])
assert np.allclose([e_plus, e_minus], bands[edge], atol=1e-7)

# Open chains without periodicity: energy increment and central rows
n_long = 21
long_chain = molecular_hf(molecule(chain_positions(range(n_long))))
short_chain = molecular_hf(molecule(chain_positions(range(n_long - 1))))
E_increment = long_chain.e_tot - short_chain.e_tot
assert abs(E_increment - E_cell) < 5e-6
mid = n_long // 2
rows = slice(2 * mid, 2 * mid + 2)
sign = (-1.0) ** np.arange(-mid, mid + 1)


def boundary_matrix(full):
    a = np.einsum("g,mgn->mn", sign, full[rows].reshape(2, n_long, 2))
    return 0.5 * (a + a.T)


e_mid = eigh(boundary_matrix(long_chain.get_fock()),
             boundary_matrix(long_chain.get_ovlp()), eigvals_only=True)
gap_mid = e_mid[1] - e_mid[0]
assert abs(gap_mid - gap) < 2e-4
dm_mid = long_chain.make_rdm1()[rows].reshape(2, n_long, 2).transpose(1, 0, 2)
z = chain["zero"]
err_dm_chain = np.abs(dm_mid[mid - 3:mid + 4] - chain["Pl"][z - 3:z + 4]).max()
assert err_dm_chain < 1e-4
lags = (0, 1, 2, 4, 8)
decay = [np.abs(chain["Pl"][z + l]).max() for l in lags]
assert all(x > y for x, y in zip(decay, decay[1:]))

print(f"RING: units {N}, radius {RADIUS:.1f} bohr, half angle {HALF_ANGLE:.1f} rad")
print(f"ring energy, k space: {E_ring:.8f} hartree")
print(f"ring energy, molecular: {ref.e_tot:.8f} hartree")
print(f"largest orbital-energy difference: {err_levels:.1e} hartree")
print(f"largest density-matrix difference: {err_dm:.1e}")
print(f"largest Fock element between different k: {off_block:.1e} hartree")
print(f"largest error of F(k) from Bloch integrals: {err_F:.1e} hartree")
for q in range(4):
    print(f"valence exchange integral, k=0, k'={q}*2pi/6: {X[0, q]:.5f} hartree")
print("pair moved from k'=-2pi/6 to k'=+2pi/6:")
print(f"  largest Coulomb-matrix change: {np.abs(dJ).max():.1e} hartree")
print(f"  largest exchange-matrix change: {np.abs(dK).max():.5f} hartree")
print(f"  valence shift at k=+2pi/6: {shift[1]:.5f} hartree")
print(f"  valence shift at k=-2pi/6: {shift[N - 1]:.5f} hartree")
print(f"CHAIN: bond {BOND:.1f} bohr, period {PERIOD:.1f} bohr, k points {NK}")
print(f"cells each side: basis {HALF_BASIS}, Coulomb {HALF_COULOMB}")
print(f"electrons per cell: {chain['electrons']:.8f}")
print(f"nuclear repulsion per cell in window: {Enn:.6f} hartree")
print(f"electronic energy per cell in window: {chain['E']:.6f} hartree")
print(f"total energy per cell: {E_cell:.7f} hartree = {E_cell * HARTREE_EV:.4f} eV")
print(f"open-chain increment, 20 to 21 units: {E_increment:.7f} hartree")
print(f"energy, smaller window (basis 12, Coulomb 8): {E_small:.7f} hartree")
print(f"energy, 8 k points, exchange images kept: {E_image:.6f} hartree")
print(f"energy, 8 k points, exchange cut at 3 cells: {E_cut:.6f} hartree")
for l, value in zip(lags, decay):
    print(f"largest density-matrix element, cell difference {l}: {value:.3e}")
print(f"central density-matrix difference, open chain: {err_dm_chain:.1e}")
print(f"zone boundary F11, F12: {Fe[0, 0]:.6f}, {Fe[0, 1]:.6f} hartree")
print(f"zone boundary S11, S12: {Se[0, 0]:.6f}, {Se[0, 1]:.6f}")
print(f"k=0 valence, conduction: {bands[0, 0]:.5f}, {bands[0, 1]:.5f} hartree")
print(f"k=pi/a valence, conduction: {bands[edge, 0]:.5f}, {bands[edge, 1]:.5f} hartree")
print(f"band gap at k=pi/a: {gap:.5f} hartree = {gap * HARTREE_EV:.3f} eV")
print(f"gap from central rows of open chain: {gap_mid:.5f} hartree")
print("checks complete")
```

It prints:

```
RING: units 6, radius 4.0 bohr, half angle 0.2 rad
ring energy, k space: -6.51622482 hartree
ring energy, molecular: -6.51622482 hartree
largest orbital-energy difference: 6.4e-10 hartree
largest density-matrix difference: 1.5e-09
largest Fock element between different k: 1.0e-15 hartree
largest error of F(k) from Bloch integrals: 2.0e-10 hartree
valence exchange integral, k=0, k'=0*2pi/6: 0.26337 hartree
valence exchange integral, k=0, k'=1*2pi/6: 0.10809 hartree
valence exchange integral, k=0, k'=2*2pi/6: 0.06768 hartree
valence exchange integral, k=0, k'=3*2pi/6: 0.05410 hartree
pair moved from k'=-2pi/6 to k'=+2pi/6:
  largest Coulomb-matrix change: 3.3e-16 hartree
  largest exchange-matrix change: 0.18795 hartree
  valence shift at k=+2pi/6: -0.19707 hartree
  valence shift at k=-2pi/6: 0.19707 hartree
CHAIN: bond 1.6 bohr, period 4.0 bohr, k points 120
cells each side: basis 20, Coulomb 16
electrons per cell: 2.00000000
nuclear repulsion per cell in window: 4.117475 hartree
electronic energy per cell in window: -5.202193 hartree
total energy per cell: -1.0847176 hartree = -29.5167 eV
open-chain increment, 20 to 21 units: -1.0847176 hartree
energy, smaller window (basis 12, Coulomb 8): -1.0847177 hartree
energy, 8 k points, exchange images kept: -1.178525 hartree
energy, 8 k points, exchange cut at 3 cells: -1.084649 hartree
largest density-matrix element, cell difference 0: 6.525e-01
largest density-matrix element, cell difference 1: 2.325e-01
largest density-matrix element, cell difference 2: 9.027e-02
largest density-matrix element, cell difference 4: 1.530e-02
largest density-matrix element, cell difference 8: 5.519e-04
central density-matrix difference, open chain: 2.4e-06
zone boundary F11, F12: -0.112274, -0.265120 hartree
zone boundary S11, S12: 0.805657, 0.226000
k=0 valence, conduction: -0.68095, 1.16281 hartree
k=pi/a valence, conduction: -0.36581, 0.26368 hartree
band gap at k=pi/a: 0.62950 hartree = 17.129 eV
gap from central rows of open chain: 0.62950 hartree
checks complete
```
